\section*{Weak-disorder localization length of a one-dimensional Anderson chain, part 2}

An electron on a chain with one orbital per site has real amplitudes $\psi_n$ obeying
\begin{equation}
t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n ,\qquad t>0 .
\label{chain}
\end{equation}
The site energies $\varepsilon_n$ are independent and uniform on $[-W/2,W/2]$, with variance $W^2/12$. Inside the band $|E|<2t$, $E=2t\cos k$ defines $k$, with $0<k<\pi$. At fixed $E$, solutions generated from real starting values grow at the rate $\gamma=\lim_{N\to\infty}\frac1N\ln\sqrt{\psi_N^2+\psi_{N-1}^2}$ per site. The localization length is $\xi=1/\gamma$, in sites. This refers to the amplitude; in a typical chain the intensity decays at $2\gamma$.

Put $z_n=\psi_n-e^{-ik}\psi_{n-1}$, $u_n=\varepsilon_n/(t\sin k)$, $e^{ik}z_n=R_ne^{i\phi_n}$ and $\zeta_n=e^{2i\phi_n}$. Then
\begin{equation}
z_{n+1}=R_ne^{i\phi_n}\left(1-u_n\sin\phi_n\,e^{-i\phi_n}\right).
\label{factor}
\end{equation}
\begin{equation}
\zeta_{n+1}=e^{2ik}\,
\frac{\zeta_n+(iu_n/2)(\zeta_n-1)}{1+(iu_n/2)(\zeta_n-1)} .
\label{phasemap}
\end{equation}
The denominator is $D_n$, and $R_{n+1}/R_n=|D_n|$, so $\gamma=\mathrm{Re}\langle\ln D\rangle$. Brackets average over $u$ and along the chain; $\zeta_n$ is independent of $u_n$. For weak disorder,
\begin{equation}
\gamma=\frac{\langle u^2\rangle}{8}\,
\mathrm{Re}\left(1-2\langle\zeta\rangle+\langle\zeta^2\rangle\right)+O(W^4).
\label{beforephase}
\end{equation}

Let $\zeta'$ be the phase variable at the next site. Part (c) expanded $\zeta'^m$ for $m=1,2$ and used the equality of the long averages of $\zeta'^m$ and $\zeta^m$:
\begin{align}
(1-e^{2ik})\langle\zeta\rangle
&=-\frac{\langle u^2\rangle}{4}e^{2ik}
\langle(\zeta-1)^3\rangle+O(W^4),
\label{momentone}\\
(1-e^{4ik})\langle\zeta^2\rangle
&=-\frac{\langle u^2\rangle}{4}e^{4ik}
\langle(\zeta-1)^4+2\zeta(\zeta-1)^3\rangle+O(W^4).
\label{momenttwo}
\end{align}
At second order, away from the band centre and edges,
\begin{equation}
|\langle\zeta\rangle|\le\frac{\langle u^2\rangle}{\sin k},\qquad
|\langle\zeta^2\rangle|\le\frac{4\langle u^2\rangle}{|\sin2k|}.
\label{phasebounds}
\end{equation}
The leading growth rate there is
\begin{equation}
\gamma_2=\frac{\langle u^2\rangle}{8}=\frac{W^2}{24(4t^2-E^2)} .
\label{leading}
\end{equation}
To leading order, the mean probability of backscattering by one site is $\langle u^2\rangle/4=2\gamma_2$.

\subsection*{(e) From growing solutions to eigenstates}

\textit{For an open chain of $N$ sites, express the product of the two end amplitudes of a normalized eigenstate through the eigenvalues. Use it to relate the decay of eigenstates to $\gamma$.}

\medskip
\textbf{Solution.} Let $H$ be the $N\times N$ matrix of the chain, with real normalized eigenvectors $\psi^{(\alpha)}$ and eigenvalues $E_\alpha$. The eigenvalues are distinct, since $\psi_1$ and the chain equation fix all other amplitudes of an eigenvector. The corner element of $(E-H)^{-1}$ has the two forms
\begin{equation}
\left[(E-H)^{-1}\right]_{1N}
=\sum_\alpha\frac{\psi^{(\alpha)}_1\psi^{(\alpha)}_N}{E-E_\alpha}
=\frac{t^{N-1}}{\prod_\beta(E-E_\beta)} .
\label{corner}
\end{equation}
The first is the eigenvector expansion. The second is the cofactor formula. Deleting the last row and first column of $E-H$ leaves a triangular matrix with diagonal elements $-t$, whose determinant is $(-t)^{N-1}$. The cofactor sign $(-1)^{N+1}$ makes the product $t^{N-1}$. Comparing the residues at $E=E_\alpha$ gives
\begin{equation}
\left|\psi^{(\alpha)}_1\psi^{(\alpha)}_N\right|
=\frac{t^{N-1}}{\prod_{\beta\ne\alpha}|E_\alpha-E_\beta|}.
\label{ends}
\end{equation}

If an eigenstate is centred at $n_0$ and decays at the rate $\gamma$ on both sides, its end amplitudes contribute $e^{-\gamma(n_0-1)}$ and $e^{-\gamma(N-n_0)}$. Their product is $e^{-\gamma(N-1)}$ up to a prefactor, wherever the centre lies.

The same rate appears in the recursion. Start it with $\psi_0=0$ and $\psi_1=1$. Expanding $\det(E-H)$ along its last row gives the recursion of the chain equation, apart from one factor $t$ per site, so $\psi_{N+1}=\det(E-H)/t^N$. At a fixed typical energy $|\det(E-H)|/t^N=\prod_\beta(|E-E_\beta|/t)$ therefore grows as $e^{\gamma N}$. Equation (\ref{ends}) contains the same product with one factor removed, but evaluated at an eigenvalue. Replacing a fixed energy by an eigenvalue, which itself depends on the disorder, is a plausible step and not a proof.

It was therefore tested by diagonalization at $W/t=1$, for eigenvalues with $0.4<E/t<1.6$. The mean of $-\ln|\psi_1\psi_N|$, divided for each state by $\gamma_2$ at its energy, was found for chains of 1000 and 3000 sites. The slope between the two lengths removes prefactors that do not grow with $N$. With eight disorder samples per length the slope is $1.027\pm0.020$, where the uncertainty is one standard error. The leading formula corresponds to 1.

\subsection*{(f) The next order}

\textit{Find the term of order $W^4$ in $\gamma$ at an energy for which $\sin mk\ne0$ for $m=1,2,3,4$.}

\medskip
\textbf{Solution.} The argument of part (c) applies to each power $\zeta^m$. Without disorder $\zeta'^m=e^{2imk}\zeta^m$, and the first-order change averages to zero. Hence $(1-e^{2imk})\langle\zeta^m\rangle=O(W^2)$. Under the stated condition the first four phase averages are all $O(W^2)$. In the averages on the right of Eqs.~(\ref{momentone}) and (\ref{momenttwo}) we may then keep the constant terms:
\begin{equation}
\langle(\zeta-1)^3\rangle=-1+O(W^2),\qquad
\langle(\zeta-1)^4+2\zeta(\zeta-1)^3\rangle=1+O(W^2).
\end{equation}
The term $2\zeta(\zeta-1)^3$ contains no constant. It follows that
\begin{equation}
\langle\zeta\rangle=\frac{\langle u^2\rangle}{4}
\frac{e^{2ik}}{1-e^{2ik}},\qquad
\langle\zeta^2\rangle=-\frac{\langle u^2\rangle}{4}
\frac{e^{4ik}}{1-e^{4ik}},
\end{equation}
with errors of order $W^4$. For any angle $q$ with $\sin(q/2)\ne0$,
\begin{equation}
\frac{e^{iq}}{1-e^{iq}}
=\frac{e^{iq/2}}{-2i\sin(q/2)}
=-\frac12+\frac i2\cot\frac q2 .
\end{equation}
Using this with $q=2k$ and $q=4k$, we obtain
\begin{equation}
\langle\zeta\rangle=\frac{\langle u^2\rangle}{8}(-1+i\cot k),\qquad
\langle\zeta^2\rangle=\frac{\langle u^2\rangle}{8}(1-i\cot2k).
\label{phaseresult}
\end{equation}

There are two contributions to $\gamma$ at order $W^4$. The first comes from inserting the real parts of Eq.~(\ref{phaseresult}) into Eq.~(\ref{beforephase}):
\begin{equation}
\frac{\langle u^2\rangle}{8}
\left(2\,\frac{\langle u^2\rangle}{8}+\frac{\langle u^2\rangle}{8}\right)
=\frac{3\langle u^2\rangle^2}{64}.
\end{equation}
The second is the quartic term of the logarithm. With $w=(iu/2)(\zeta-1)$ and $i^4=1$, it is $-w^4/4=-(u^4/64)(\zeta-1)^4$, whose average at this order is $-\langle u^4\rangle/64$. Together,
\begin{equation}
\gamma_4=\frac{3\langle u^2\rangle^2-\langle u^4\rangle}{64}.
\label{fourth}
\end{equation}

For the uniform distribution, $\langle\varepsilon^4\rangle=W^4/80$. Thus $\langle u^4\rangle/\langle u^2\rangle^2=144/80=9/5$, and
\begin{equation}
\gamma_4=\frac{3-9/5}{64}\langle u^2\rangle^2
=\frac{3}{160}\langle u^2\rangle^2=\frac65\gamma_2^2 .
\label{fourthbox}
\end{equation}
The last form uses $\langle u^2\rangle=8\gamma_2$. The correction is positive, so for sufficiently weak disorder at these energies the leading formula gives a localization length that is slightly too long.

Equation (\ref{fourth}) was tested at $W/t=0.1$ for $E/t=1.2$ and $-0.7$. Besides the uniform distribution, the test used site energies with the two values $\pm W/\sqrt{12}$. These have the same variance but a different fourth moment. The leading rate is the same for both distributions, while the correction differs as Eq.~(\ref{fourth}) states.

\subsection*{(g) A worked example}

\textit{Take $t=0.10$~Ry, $W=0.10$~Ry, $E=0.12$~Ry and a site spacing of 6.0~bohr. Find the localization length and judge the accuracy of the leading formula.}

\medskip
\textbf{Solution.} These are round model parameters. They give $\cos k=0.12/0.20=0.60$ and $\sin k=0.80$, so the energy lies well away from the centre and the edges. The leading rate per site is
\begin{equation}
\gamma_2=\frac{(0.10)^2}{24[4(0.10)^2-(0.12)^2]}
=\frac{0.0100}{24\times0.0256}=0.01628 .
\end{equation}
Hence
\begin{equation}
\xi=61.4\ \text{sites}=369\ \text{bohr}=19.5\ \text{nm}.
\end{equation}
Over one localization length the wave passes about 61 sites, although the width of the disorder equals the hopping energy. The reason is that backscattering at each site is weak: $\langle u^2\rangle=0.130$, and the leading estimate of its mean probability is $\langle u^2\rangle/4=0.0326$.

The next term is $\gamma_4=\tfrac65(0.01628)^2=0.00032$, which raises the rate to $0.01659$. A calculation without expansion in $W$ provides a check. The denominator of the phase map vanishes at $\zeta=1+2i/u$, outside the unit circle. Each power $\zeta'^m$ with $m\ge0$ can therefore be expanded on the circle in non-negative powers of $\zeta$. Averaging over $u$ gives linear equations for the stationary values of $\langle\zeta^m\rangle$. They were truncated at 40 harmonics, and their solution inserted into $\gamma=\mathrm{Re}\langle\ln D\rangle$ gives $0.01657$.

Direct iteration of the chain equation on many random chains gives $0.01656$, with a standard error of $0.000015$. It agrees with the stationary calculation within this uncertainty. The leading formula is lower than the stationary value by 1.8\%, relative to the latter.

At the same $E/t$, the stationary calculation gives the following errors of the leading formula, each relative to the stationary rate.
\begin{center}
\begin{tabular}{cccc}
$W/t$ & leading $\gamma$ & stationary $\gamma$ & error\\
0.2 & 0.000651 & 0.000652 & $-0.08\%$\\
0.5 & 0.004069 & 0.004089 & $-0.48\%$\\
1.0 & 0.01628 & 0.01657 & $-1.8\%$\\
2.0 & 0.06510 & 0.06803 & $-4.3\%$
\end{tabular}
\end{center}
At $W/t=2$, Eq.~(\ref{fourthbox}) predicts a correction of $\tfrac65(0.0651)=7.8\%$ of the leading rate. The actual difference is $0.0029/0.0651=4.5\%$. Terms beyond fourth order are then no longer small compared with $\gamma_4$, and the modest error of the leading formula is partly due to cancellation.

\subsection*{(h) The band centre}

\textit{Find the factor by which the leading formula must be multiplied at $E=0$ when $W\to0$.}

\medskip
\textbf{Solution.} At $k=\pi/2$ we have $e^{2ik}=-1$ and $e^{4ik}=1$. Equation (\ref{momentone}) still gives $\langle\zeta\rangle=O(W^2)$, but the left side of Eq.~(\ref{momenttwo}) vanishes and leaves $\langle\zeta^2\rangle$ undetermined. The distribution of the angle $\phi$ is needed.

By Eq.~(\ref{factor}), one site turns the angle by $k+\delta$, where $\delta$ is the argument of $1-u\sin\phi\,e^{-i\phi}$. The real part of this number is $1-u\sin\phi\cos\phi$ and its imaginary part is $u\sin^2\phi$. Thus
\begin{equation}
\delta=u\sin^2\phi+u^2\sin^3\phi\cos\phi+O(u^3).
\end{equation}
Two sites turn $\phi$ by $\pi$, which leaves $\zeta$ unchanged, plus two small kicks. For the second kick $\phi$ is replaced by $\phi+\pi/2$, so $\sin\phi\to\cos\phi$ and $\cos\phi\to-\sin\phi$. The shift of the second angle by the first kick does not matter at order $W^2$, because the two site energies are independent with zero mean. The mean total kick $A$ and its mean square $B$ are
\begin{align}
A&=\langle u^2\rangle(\sin^3\phi\cos\phi-\cos^3\phi\sin\phi)
=-\frac{\langle u^2\rangle}{4}\sin4\phi,\\
B&=\langle u^2\rangle(\sin^4\phi+\cos^4\phi)
=\frac{\langle u^2\rangle}{4}(3+\cos4\phi).
\end{align}
These obey $A=B'/4$, where the prime denotes $d/d\phi$.

Let $p(\phi)$ be the stationary density at leading order. For any smooth function $f$ of period $\pi$, the mean change over two sites vanishes, so $\int p\,(Af'+\tfrac12Bf'')\,d\phi=0$. Integration by parts shows that $Ap-\tfrac12(Bp)'$ is a constant $J$. With $A=B'/4$,
\begin{equation}
J=-\frac14B'p-\frac12Bp'
=-\frac12\sqrt B\,\left(\sqrt B\,p\right)'.
\end{equation}
Divide by $\sqrt B$ and integrate over one period. The derivative integrates to zero, while $\int d\phi/\sqrt B$ is positive, so $J=0$. Hence $\sqrt B\,p$ is constant, or
\begin{equation}
p(\phi)\propto\frac1{\sqrt{3+\cos4\phi}} .
\end{equation}

The density is largest where $\cos4\phi=-1$. Quadrature gives $\langle\cos4\phi\rangle=-0.0861$. Since $\mathrm{Re}\,\zeta^2=\cos4\phi$, Eq.~(\ref{beforephase}) yields
\begin{equation}
\gamma(E=0)=\left(1+\langle\cos4\phi\rangle\right)\frac{W^2}{96t^2}
=0.914\,\frac{W^2}{96t^2}
\qquad(W\to0).
\end{equation}
The stationary calculation at $W/t=0.1$ also gives the factor 0.914. At the centre, the power of $W$ survives but the coefficient changes.

Close to the centre, $|\sin2k|\simeq|E|/t$ and $\langle u^2\rangle\simeq W^2/(12t^2)$. The second bound in Eq.~(\ref{phasebounds}) is then small if $|E|\gg W^2/(3t)$. This is a sufficient condition for using the leading formula near the centre.

\subsection*{(i) The band edge}

\textit{Find how $\gamma$ scales with $W$ at $E=2t$, and state how far from the edge the leading formula can be trusted.}

\medskip
\textbf{Solution.} At $E=2t$ the chain equation becomes
\begin{equation}
\psi_{n+1}-2\psi_n+\psi_{n-1}=-\frac{\varepsilon_n}{t}\psi_n .
\end{equation}
For weak disorder $\psi_n$ varies slowly, over some length of $L$ sites. The left side is then of order $\psi/L^2$. The sum of $L$ independent site energies is typically of order $W\sqrt L$, so their mean over this length is of order $W/\sqrt L$. Balancing the two sides gives
\begin{equation}
\frac1{L^2}\sim\frac W{t\sqrt L},\qquad
\gamma\sim\frac1L\sim\left(\frac Wt\right)^{2/3}.
\end{equation}
This scaling argument gives the power but not the coefficient. Direct iteration at $E=2t$ gives $\gamma=0.0271$ for $W/t=0.1$ and $0.0681$ for $W/t=0.4$. The corresponding power is the logarithm of the ratio of the two rates divided by $\ln4$. With the unrounded rates it lies within $0.01$ of $2/3$.

Just inside the edge, where $\sin k\simeq k$, Eq.~(\ref{phaseresult}) gives $|\langle\zeta\rangle|=\langle u^2\rangle/(8\sin k)\simeq W^2/(96t^2k^3)$. The expansion requires this to be small:
\begin{equation}
\left(\frac Wt\right)^2\ll96k^3 .
\end{equation}
By Eq.~(\ref{leading}) this is the same as $\gamma_2\ll k$: the wave must pass through many radians of phase before it decays. The divergence of the leading formula at $|E|=2t$ lies outside this range. The true rate remains finite there, with the weaker dependence $W^{2/3}$. The main numerical values of this half are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Hopping t = 0.10 Ry
Disorder width W = 0.10 Ry
Energy E = 0.12 Ry
Site spacing = 6.0 bohr
Site-energy variance W^2/12 = 8.3333e-04 Ry^2
4t^2-E^2 = 0.0256 Ry^2
k = 0.9273 rad per site
sin k = 0.8000 (dimensionless)
<u^2> = 0.13021 (dimensionless)
<u^4> = 0.03052 (dimensionless)
<zeta^1> weak-disorder = -0.01628+0.01221j (dimensionless)
<zeta^1> stationary = -0.01652+0.01296j (dimensionless)
<zeta^2> weak-disorder = 0.01628+0.00475j (dimensionless)
<zeta^2> stationary = 0.01741+0.00501j (dimensionless)
Leading gamma = 0.016276 per site
Next correction to gamma = 0.000318 per site
Leading + next gamma = 0.016594 per site
Stationary-phase gamma = 0.016572 per site
Simulated gamma = 0.016560 per site
Standard error of simulated gamma = 0.000015 per site
Leading localization length = 61.44 sites
Leading localization length = 368.6 bohr
Leading localization length = 19.51 nm
Stationary-phase localization length = 60.34 sites
Leading intensity decay rate = 0.032552 per site
Eigenstate chain lengths = 1000, 3000 sites
Disorder samples per length = 8
Eigenstate decay / leading formula = 1.027
Standard error of that ratio = 0.020
W/t = 0.2: leading gamma = 0.000651 per site
  stationary gamma = 0.000652 per site; leading error = -0.08 %
W/t = 0.5: leading gamma = 0.004069 per site
  stationary gamma = 0.004089 per site; leading error = -0.48 %
W/t = 1.0: leading gamma = 0.016276 per site
  stationary gamma = 0.016572 per site; leading error = -1.78 %
W/t = 2.0: leading gamma = 0.065104 per site
  stationary gamma = 0.068026 per site; leading error = -4.30 %
Band-centre test: W/t = 0.1
Band-centre <cos 4phi> = -0.08611 (dimensionless)
Band-centre rate / leading formula = 0.91397
Band-edge gamma at W/t=0.1 = 0.02705 per site
Band-edge gamma at W/t=0.4 = 0.06809 per site
Band-edge power of W = 0.6660 (dimensionless)
\end{verbatim}
